Frozen-density embedding: derivation and tests of the Wesolowski-Warshel potential, part 2

In frozen-density embedding, the energy is minimised over the density n_A of subsystem A while the density n_B of B stays fixed; n = n_A + n_B. Hartree atomic units are used, and orbitals are real and doubly occupied. The nuclear attractions are v_A and v_B, with v_ext = v_A + v_B, and E_nn is the nuclear repulsion. The energy is

E[n] = T_s[n] + ∫v_ext n + J[n] + E_xc[n] + E_nn.   (1)

Here T_s is the non-interacting kinetic energy, J the Hartree energy and E_xc the exchange-correlation energy; v_H = δJ/δn and v_xc = δE_xc/δn. The nonadditive part of a functional is G^nad = G[n] − G[n_A] − G[n_B]; T^nad is that of T_s, and v_T = δT^nad/δn_A. For exact functionals, with ground-state energy E₀,

min over n_A of E[n_A + n_B] ≥ E₀.   (6)

For two non-interacting electrons, one per subsystem, the exact T^nad ≤ 0.

The energy was split as E = T_s[n_A] + R[n_A] + C, with

R[n_A] = ∫v_A n_A + J[n_A] + E_xc[n_A] + ∫v_B n_A + ∬n_A n_B/|r − r′| + E_xc^nad + T^nad,

C = T_s[n_B] + ∫v_ext n_B + J[n_B] + E_xc[n_B] + E_nn.

Step 2 passed to orbitals φ_i. Step 3 gave v_eff = δR/δn_A = v_A + v_H[n_A] + v_xc[n_A] + v_emb, with

v_emb(r) = v_B(r) + ∫n_B(r′)/|r − r′| dr′ + (v_xc[n] − v_xc[n_A]) + (δT_s/δn |at n − δT_s/δn |at n_A).   (9)

Step 4 made the energy stationary, with multipliers λ_ij for orthonormality, using

δΣ∫|∇φ_i|² = 2Σ∫∇φ_i·∇δφ_i = 4Σ∫δφ_i (−½∇²φ_i),

δR = ∫v_eff δn_A = 4Σ∫δφ_i v_eff φ_i.

Step 5 diagonalised λ to ε, giving

[−½∇² + v_A + v_H[n_A] + v_xc[n_A] + v_emb] φ_i = ε_i φ_i,   n_A = 2Σφ_i².   (10)

The 1D rows in the closing list are earlier tests on non-interacting lattice electrons with ground-state density n0; eps scales a bump added to the potential v. Of the 6 sites listed, four hold only a positive tail below 10⁻⁸ electrons.

5. Local approximations

In practice T^nad and E_xc are replaced by explicit functionals while T_s[n_A] stays exact through the orbitals. Steps 2 to 5 used only the differentiability of R, so (10) remains the exact stationarity condition of the approximate energy. The bound (6) is lost, even relative to the Kohn-Sham energy with the same E_xc, because T_s[n_A] + T_s[n_B] + T^nad is no longer T_s[n].

The Thomas-Fermi functional uses the uniform gas locally. Filling plane waves twice up to k_F gives n = 2·(4π/3)k_F³/(2π)³ = k_F³/(3π²) and kinetic energy density 2∫(k²/2) 4πk² dk/(2π)³ = k_F⁵/(10π²) = (3/10)k_F² n. With k_F = (3π²n)^(1/3),

T_TF = C_F∫n^(5/3),   C_F = (3/10)(3π²)^(2/3) = 2.871234,

v_T = (5/3)C_F [(n_A + n_B)^(2/3) − n_A^(2/3)].   (11)

This v_T is never negative, since x^(2/3) increases. The energy T^nad is also non-negative: a^(5/3) ≤ a(a + b)^(2/3) and b^(5/3) ≤ b(a + b)^(2/3) add to a^(5/3) + b^(5/3) ≤ (a + b)^(5/3). Section 2 showed an exact T^nad ≤ 0, so for two electrons sharing an orbital the Thomas-Fermi nonadditive energy is positive where the exact one is zero or negative. In the local-density approximation the exchange energy is −(3/4)(3/π)^(1/3)∫n^(4/3), with derivative −(3/π)^(1/3) n^(1/3), so the nonadditive exchange potential is

−(3/π)^(1/3) [(n_A + n_B)^(1/3) − n_A^(1/3)] ≤ 0.   (12)

Limit n_B ≪ n_A. A first-order expansion of (11) gives v_T ≈ (5/3)(2/3)C_F n_B n_A^(−1/3) = (10/9)C_F n_B n_A^(−1/3), which vanishes with n_B. In the core of A only the electrostatics of B survives, and outside a spherical n_B it is that of a point charge Z_B − N_B.

Limit n_A ≪ n_B. Then v_T → (5/3)C_F n_B^(2/3) = k_F²/2, the Fermi energy of the B density: an added electron must go above the filled states. The potential is therefore large inside B, where n_B is large, even though n_A is nearly zero there; it opposes the density of A entering that region. It competes there with the attractive electrostatic and exchange terms, so the sum v_emb need not be positive throughout B. At a nucleus of B, however, (11), (12) and v_H[n_B] are finite while −Z/r diverges, so an attractive well remains there, and orbitals of A that are flexible enough can leak into it.

A related mistake is to take ∫n_A v_emb as the interaction energy. For n_B ≪ n_A the integrand of T^nad is (5/3)C_F n_A^(2/3) n_B to leading order, whereas n_A v_T ≈ (10/9)C_F n_A^(2/3) n_B, two thirds of it. The energy must be evaluated from (1). Let E_A[n_A] = T_s[n_A] + ∫v_A n_A + J[n_A] + E_xc[n_A] + E_nn^A, and let n_B be the density of isolated B with energy E_B. Sorting the terms of R + C,

E_int = E − E_A(isolated) − E_B = ΔE_A + E_es + E_xc^nad + T^nad,   (13)

E_es = ∫v_B n_A + ∫v_A n_B + ∬n_A n_B/|r − r′| + E_nn^AB,

with ΔE_A = E_A[n_A] − E_A(isolated) ≥ 0, because isolated A minimises E_A.

6. Basis-set form

Expand φ_i = Σ_μ χ_μ C_μi with overlap matrix S, and let F_μν = ∫χ_μ(−½∇² + v_eff)χ_ν. For C → C + εX we have δφ_i = εΣχ_μ X_μi, and the first two variations of Step 4 give

dE/dε = 4Σ_i Σ_μν X_μi F_μν C_νi = 4 Tr(XᵀFC).   (14)

The same holds for each term of the energy with the matrix of its own potential. With explicit functionals (14) is valid even if X does not preserve normalisation. The constraint term contributes −4Tr(XᵀSCλ), so stationarity is FC = SCλ, and FC = SCε after Step 5. Mixing a virtual orbital a into an occupied orbital i by a small angle κ means ε = κ, with column i of X equal to the coefficient vector of a and the other columns zero, and dE/dκ = 4F_ai, which vanishes at a solution.

7. Worked example: water next to a frozen Mg²⁺ ion

Chosen inputs: A is H₂O with O at the origin and H at (0, ±0.757, 0.586) Å; B is Mg²⁺ at (0, 0, −2.0) Å, on the oxygen side. Each subsystem uses the 6-31G basis on its own atoms only. E_xc is the local-density approximation (Slater exchange, VWN correlation), T^nad is Thomas-Fermi, and n_B is the self-consistent density of the isolated ion. Density functionals were integrated on an atom-centred grid of 32932 points, on which ∫n_B = 10.00000. Conversions: 1 Å = 1.889726 bohr, 1 Ha = 27.2114 eV, 1 e·bohr = 2.54175 D. The digits below are converged in the grid (a grid of about 88000 points moves the energies by at most 7 × 10⁻⁶ Ha) but not in the basis, so they serve to test the equations and are not predictions for the real complex. With def2-TZVP, and with aug-cc-pVDZ on water and 6-31G on Mg, E_int changes from −0.144 Ha to −0.128 and −0.129 Ha, T^nad from 0.036 Ha to 0.060 and 0.072 Ha, and n_A at 0.4 Å from Mg from 0.0033 to 0.0047 and 0.0057 bohr⁻³; v_emb at the tabulated points moves by less than 0.01 Ha.

Check of the potential. At the isolated-water orbitals, along a random direction X, each energy term was differentiated by central differences and compared with (14). The two values agree to all seven decimals: −0.0031595 Ha (electrostatic), 0.0012836 Ha (exchange-correlation), −0.0047531 Ha (kinetic) and −3.2691849 Ha (total energy, dominated by the terms internal to A). The matrix of v_B + v_H[n_B] from quadrature of the real-space potential differs from the analytic integrals by at most 4.3 × 10⁻⁶ Ha.

Check of the minimum. The self-consistent solution of (10) has E = −274.22360806 Ha. Direct numerical minimisation of the energy expression over the 16 symmetry-allowed occupied-virtual angles, with finite-difference gradients and no potential, gives −274.22360806 Ha, with density-matrix elements equal within 1.0 × 10⁻⁶. The largest finite-difference gradient over all 40 angles at the solution is 3.2 × 10⁻⁸ Ha, and small random rotations all raised the energy.

The potential on the O–Mg axis, at the converged n_A (distance d from Mg in Å, densities in bohr⁻³, potentials in Ha):

d     n_A      n_B      v_B       v_H[n_B]  xc       v_T     v_emb
1.5   0.47665  0.00005  −4.2334   3.5278    −0.0000  0.0002  −0.7055
1.0   0.05028  0.00450  −6.3501   5.2886    −0.0112  0.0384  −1.0344
0.7   0.01359  0.06964  −9.0716   7.5106    −0.2084  0.6397  −1.1297
0.4   0.00327  1.12917  −15.8753  12.3153   −0.9247  5.0938  0.6090

The row d = 0.7 Å by hand. The distance is 0.7 × 1.889726 = 1.322808 bohr, so v_B = −12/1.322808 = −9.0716. Ten electrons at the centre would give 10/1.322808 = 7.5597; the actual 7.5106 is smaller because part of n_B lies outside this radius. The total density is 0.01359 + 0.06964 = 0.08323, with 0.08323^(2/3) = 0.19063 and 0.01359^(2/3) = 0.05695. With (5/3)C_F = 4.78539, equation (11) gives 4.78539 × 0.13368 = 0.6397. For exchange, the cube roots are 0.4366 and 0.2386 and (3/π)^(1/3) = 0.9847, so (12) gives −0.9847 × 0.1980 = −0.195; the remaining −0.013 of the −0.2084 is correlation. The sum is −9.0716 + 7.5106 − 0.2084 + 0.6397 = −1.1297.

The outer row tests the limit n_B ≪ n_A. A point charge +2 at 1.5 × 1.889726 = 2.834589 bohr gives −2/2.834589 = −0.7056, equal to −4.2334 + 3.5278. The expansion gives (10/9) × 2.871234 × 0.00005/0.47665^(1/3) = 3.190 × 0.00005/0.781 = 0.0002, as listed. The inner row is the opposite limit: the electrostatic attraction −15.8753 + 12.3153 = −3.5600 and the exchange-correlation term −0.9247 are outweighed by v_T = 5.0938, and v_emb is positive at this distance; the table does not show its sign closer to the nucleus. The well at the Mg nucleus itself is of little use to orbitals built from water-centred functions only, so this example does not test for leakage.

Energies. On the same grid, which affects the last digit of the water energy, the isolated values are E(H₂O) = −75.817881 Ha and E(Mg²⁺) = −198.262091 Ha. With the unrelaxed water density, ΔE_A = 0 and (13) gives

−0.131473 − 0.010185 + 0.026958 = −0.114700 Ha.

After relaxation,

0.025515 − 0.192077 − 0.012756 + 0.035682 = −0.143636 Ha = −3.909 eV,

which matches −274.223608 + 75.817881 + 198.262091 = −0.143636 Ha. Relaxation gains 0.028936 Ha. A linear-response limit tests this: for a distortion q with cost ½kq² and coupling −gq, the minimum is at q = g/k, with cost g²/(2k), half the size of the coupling change g²/k. Here the three coupling terms go from −0.114700 to −0.169151 Ha, a change of −0.054451 Ha, and the cost 0.025515 Ha is 0.47 of it, near one half but not equal to it, so at this strength the cost is not exactly quadratic, or the coupling not exactly linear, or both; these numbers do not say which.

The ion draws electrons toward the oxygen side, and the water dipole grows from 2.5267 D to 3.6743 D, by 1.1476 D or 1.1476/2.54175 = 0.4515 e·bohr. The small basis overestimates the isolated dipole and underestimates the induced one: def2-TZVP gives 2.11 D growing to 3.88 D, and aug-cc-pVDZ on water gives 1.85 D growing to 4.27 D. In these two bases the highest occupied levels lie 0.03 to 0.04 Ha lower than the values that follow, while the shift stays at −0.48 Ha. The highest occupied level moves from −0.23034 to −0.71046 Ha, a shift of −0.48012 Ha, of the size of the point-charge potential at the oxygen, −2/(2.0 × 1.889726) = −0.529 Ha. The two need not be equal: to first order the shift is the average over the orbital of the whole change in v_eff, that is v_emb plus the change of v_H[n_A] + v_xc[n_A] in the polarised water, not the value of the point-charge potential at the nucleus. These parts were not computed separately.

Dropping terms. Equation (10) was solved again with parts of v_emb left out, and the full energy was evaluated on the resulting orbitals. It rises in each case, as it must if the complete v_emb gives the minimum: by 0.036183 Ha without electrostatics (dipole 2.4097 D), 0.000142 Ha without exchange-correlation (3.6337 D), 0.001885 Ha without the kinetic term (3.8172 D), and 0.000954 Ha without both nonadditive terms (3.7754 D). Two features look odd at first. Without electrostatics the rise exceeds the whole relaxation gain of 0.028936 Ha, so the density is worse than the unrelaxed one: the two remaining terms push electrons away from the ion. Their sum is positive in every row of the table, between O and Mg, although it can be negative where both densities are very small and the 1/3 power in (12) outweighs the 2/3 power in (11). The positive part prevails, and the dipole falls below its isolated value. And dropping both nonadditive terms costs less than dropping the kinetic one alone. The two potentials have opposite signs in the same region, so their omissions displace the density in nearly opposite directions: the dipole shifts are −0.0406 D and +0.1429 D, whose sum 0.1023 D is close to the 0.1011 D found when both are dropped. If the rise were exactly quadratic and the displacements exactly additive, the combined rise could not be smaller than (√0.001885 − √0.000142)² = 0.00099 Ha, the value for exactly opposite displacements. The computed 0.000954 Ha is close to this lower bound but slightly below it, so those two assumptions hold only approximately.

Comparison with the whole system. A Kohn-Sham calculation on all 20 electrons in the combined basis, with the same E_xc, gives −274.241969 Ha and E_int = −0.161996 Ha = −4.408 eV, without counterpoise correction. The embedded value lies about 0.018 Ha (0.5 eV) higher in this basis. The gap depends strongly on the basis: it is 0.011 Ha with def2-TZVP and 0.002 Ha with aug-cc-pVDZ on water, and if the water orbitals may also use the 6-31G functions of Mg the embedded E_int becomes −0.169 Ha, below the Kohn-Sham value. This ordering is not an instance of (6), which does not apply to an approximate T^nad. The gap mixes the Thomas-Fermi error, the frozen unpolarised ion (whose density may exceed the Kohn-Sham total density in places), the absence of charge transfer in an A-only basis, and the basis-set superposition error of the reference; a counterpoise correction assigns 0.0065 Ha of the 6-31G gap to the last of these, and the other three are not separated here; they need not have the same sign or a similar size.

Calculated quantities

```
1D model: h=0.25, box [-7,7] bohr, wells -2/sqrt((x-+1.5)^2+1), N=4, n_B=n0/(1+e^-x)
1D dTs/deps: finite diff -0.2048117, -int v dn -0.2048117 Ha
1D dTnad/deps: finite diff 0.0297477, int vT dn 0.0297477 Ha
1D int|n_A(embedded) - (n0-n_B)| = 7.1e-14 e
1D N=2: E0 = -4.597484 Ha; n_B<=n0: E_min = -4.597484 Ha
1D N=2: Gaussian n_B (centre 1.5, sigma 0.4): max(n_B-n0) = 0.5869 /bohr
   E_min = -4.485169 Ha, excess 0.112315 Ha, sites with n_A=0: 6
3D inputs: O(0,0,0), H(0,+-0.757,0.586), Mg(0,0,-2.0) Angstrom; 6-31G; LDA; TF
C_F = 2.871234; 1 Ha = 27.2114 eV; 1 A = 1.889726 bohr; 1 e bohr = 2.54175 D
grid points 32932; int n_B = 10.00000 e; real-space vs analytic V_es: 4.3e-06 Ha
directional derivative es: finite diff -0.0031595, 4Tr(XVC) -0.0031595 Ha
directional derivative xc: finite diff 0.0012836, 4Tr(XVC) 0.0012836 Ha
directional derivative kin: finite diff -0.0047531, 4Tr(XVC) -0.0047531 Ha
directional derivative total: finite diff -3.2691849, 4Tr(XVC) -3.2691849 Ha
E embedded SCF -274.22360806 Ha; direct minimum (16 angles) -274.22360806 Ha
max density-matrix difference 1.0e-06; max gradient, 40 angles 3.2e-08 Ha
E(H2O) -75.817881 Ha; E(Mg2+) -198.262091 Ha; E(KS supermolecule) -274.241969 Ha
unrelaxed: E_es -0.131473, Exc_nad -0.010185, T_nad 0.026958, sum -0.114700 Ha
relaxed: dE_A 0.025515, E_es -0.192077, Exc_nad -0.012756, T_nad 0.035682 Ha
E_int FDE -0.143636 Ha = -3.909 eV; relaxation gain -0.028936 Ha
E_int KS (no counterpoise) -0.161996 Ha = -4.408 eV
dipole H2O: isolated 2.5267 D, embedded 3.6743 D
HOMO H2O: isolated -0.23034 Ha, embedded -0.71046 Ha
drop es: energy rises by 0.036183 Ha, dipole 2.4097 D
drop xc: energy rises by 0.000142 Ha, dipole 3.6337 D
drop kin: energy rises by 0.001885 Ha, dipole 3.8172 D
drop xc+kin: energy rises by 0.000954 Ha, dipole 3.7754 D
axis: dist to Mg/A, n_A, n_B /bohr^-3, v_nuc, v_H, v_xc_nad, v_T_nad, v_emb /Ha
1.5 0.47665 0.00005 -4.2334 3.5278 -0.0000 0.0002 -0.7055
1.0 0.05028 0.00450 -6.3501 5.2886 -0.0112 0.0384 -1.0344
0.7 0.01359 0.06964 -9.0716 7.5106 -0.2084 0.6397 -1.1297
0.4 0.00327 1.12917 -15.8753 12.3153 -0.9247 5.0938 0.6090
```
